**Translation-rotation coordinates of a fragment: analytic derivatives tested against Kabsch alignment and RHF energies**

For atoms $x_i$ with centroid $t$ and a centred reference $y_i$, the rotation vector is $v=a(q_0)\mathbf q=\log U$, where $q$ is the top eigenvector of the $4\times4$ matrix $F$ built from $R=\sum x_iy_i^T$, and its first derivative is $\partial v/\partial x_i=J^{-1}M^{-1}[z_i]$ with $z_i=Uy_i$, $J$ the left Jacobian of the exponential map and $M=\sum(\tilde x\cdot z)1-z\tilde x^T$. The program asserts the quadratic form, the spectrum of $F$ for both signs of $\det R$, the eigenvalues of $M$, the Jacobian and its determinant, and the function $a$ with two derivatives against high-precision differentiation. It asserts that the eigenvector formulas for $\partial v$ and $\partial^2v$ match finite differences of a Kabsch alignment for unrotated, strongly rotated, inverted and random fragments, with largest deviations $7.5\times10^{-11}$ rad/bohr and $2.5\times10^{-8}$ rad/bohr$^2$. It also asserts the jump of $v$ at angle $\pi$, the singular values $I_k^{-1/2}$ near linearity, the closed gap of a linear fragment, and the convergence of the Newton back-transformation to the rigidly rotated geometry. For an NH$_3$ dimer at RHF/6-31G it asserts $g_v=J^T\tau$, the force and torque balance, and the transformed Hessian block $H_{vv}$, with $g_v$ and $H_{vv}$ compared to energy differences along rigid rotations (largest deviations $2.4\times10^{-7}$ Ry/rad and $4.6\times10^{-7}$ Ry/rad$^2$). The output shows $v_B=(0.617,-0.874,0.418)$ rad, $g_v=(-9,213,145)$ meV/rad and $H_{vv}$ eigenvalues $-321$, $-59$ and $198$ meV/rad$^2$ at a non-stationary geometry, where the term from $\partial^2v$ is comparable in size to $H_{vv}$ itself.

## Numerical check

```python
# Translation-rotation internal coordinates of a fragment (bohr, Ry, rad).
# x_i current atoms, y_i centred reference, t centroid, U best rotation y -> x-t,
# R = sum x_i y_i^T, q = top eigenvector of the 4x4 matrix F(R) with q0 >= 0,
# v = a(q0) qvec = log U. Tested: analytic dv/dx, d2v/dx2 by eigenvector perturbation;
# dv/dx_i = J^-1 M^-1 [z_i] (z = U y, J left Jacobian of exp, M = sum (x.z)1 - z x^T);
# g_v = J^T torque; H_q = B^-T (H_x - sum g_k d2q_k) B^-1. Independent side: Kabsch SVD
# plus rotation logarithm, finite differences, RHF energies of an NH3 dimer.
import numpy as np, mpmath as mp
from itertools import combinations
from scipy.spatial.transform import Rotation as Rot
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, lib
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
RY_MEV = 1e3 * pc['Rydberg constant times hc in eV'][0]
rng = np.random.default_rng(1)
I3 = np.eye(3)
def show(label, val, unit='', d=6):
    print(label, '=', ' '.join(f'{s:.{d}f}' for s in np.atleast_1d(val)), unit)
def skew(a): return np.array([[0, -a[2], a[1]], [a[2], 0, -a[0]], [-a[1], a[0], 0]])
def expm(v): return Rot.from_rotvec(v).as_matrix()
def cen(x): return x - x.mean(0)

def Fmat(R):
    F = np.zeros((4, 4))
    F[0, 0] = np.trace(R)
    F[0, 1:] = F[1:, 0] = [R[2, 1] - R[1, 2], R[0, 2] - R[2, 0], R[1, 0] - R[0, 1]]
    F[1:, 1:] = R + R.T - np.trace(R) * I3
    return F

def a_funcs(u):  # a, da/dq0, d2a/dq0^2 at q0 = 1-u
    if u < 0.1:
        c = [2.0]
        for k in range(1, 25): c.append(c[-1] * k / (2 * k + 1))
        p = np.polynomial.Polynomial(c)
        return p(u), -p.deriv()(u), p.deriv(2)(u)
    q0, s2 = 1 - u, u * (2 - u)
    a = 2 * np.arccos(q0) / np.sqrt(s2)
    a1 = (q0 * a - 2) / s2
    return a, a1, (a + 3 * q0 * a1) / s2

def rot_coord(x, y):  # v, first derivatives (3N,3), second (3N,3N,3), q, eigenvalues
    w, V = np.linalg.eigh(Fmat(x.T @ y))
    q = V[:, 3] * (1 if V[0, 3] >= 0 else -1)
    G = sum(np.outer(V[:, k], V[:, k]) / (w[3] - w[k]) for k in range(3))
    dF = np.array([Fmat(np.outer(I3[c], yi)) for yi in y for c in range(3)])
    lam1 = np.einsum('a,mab,b->m', q, dF, q)
    q1 = (dF @ q) @ G
    T = np.einsum('mab,nb->mna', dF, q1) - lam1[:, None, None] * q1[None]
    q2 = (T + T.transpose(1, 0, 2)) @ G - (q1 @ q1.T)[:, :, None] * q
    a, a1, a2 = a_funcs(q[1:] @ q[1:] / (1 + q[0]))
    v1 = a * q1[:, 1:] + a1 * np.outer(q1[:, 0], q[1:])
    cross = q1[:, None, :1] * q1[None, :, 1:]
    v2 = (a * q2[:, :, 1:] + a1 * (cross + cross.transpose(1, 0, 2) + q2[:, :, :1] * q[1:])
          + a2 * np.outer(q1[:, 0], q1[:, 0])[:, :, None] * q[1:])
    return a * q[1:], v1, v2, q, w[::-1]

def kabsch(x, y):
    V, s, Wt = np.linalg.svd(cen(x).T @ y)
    return V @ np.diag([1, 1, np.sign(np.linalg.det(V @ Wt))]) @ Wt
def v_kabsch(x, y): return Rot.from_matrix(kabsch(x, y)).as_rotvec()
def Jinv(v):
    th = np.linalg.norm(v)
    c = 1 / 12 + th**2 / 720 if th < 1e-3 else (1 - th / 2 / np.tan(th / 2)) / th**2
    return I3 - skew(v) / 2 + c * skew(v) @ skew(v)
def Mmat(x, z): return np.sum(cen(x) * z) * I3 - z.T @ cen(x)
def fd_first(x, y, h=1e-5):
    E = np.eye(x.size).reshape(-1, *x.shape) * h
    return np.array([(v_kabsch(x + e, y) - v_kabsch(x - e, y)) / (2 * h) for e in E])
def fd_second(x, y, h=1e-3):
    E = np.eye(x.size).reshape(-1, *x.shape) * h
    out = np.zeros((x.size, x.size, 3))
    for m in range(x.size):
        for n in range(m + 1):
            out[m, n] = out[n, m] = sum(s * r * v_kabsch(x + s * E[m] + r * E[n], y)
                                        for s in (1, -1) for r in (1, -1)) / (4 * h * h)
    return out

# the function a and its derivatives against high-precision differentiation
mp.mp.dps = 40
fa = lambda c: 2 * mp.acos(c) / mp.sqrt(1 - c * c)
for u in (1e-6, 0.05, 0.0999, 0.1, 0.5, 1.0):
    exact = [float(mp.diff(fa, 1 - mp.mpf(u), n)) for n in range(3)]
    assert np.allclose(a_funcs(u), exact, atol=1e-11, rtol=0)

# geometry
r_nh, ang, stretch, lift, sep = 1.90, 107.0, 0.10, 0.08, 6.5
v_app = np.array([0.6, -0.9, 0.4])
rho = 2 * r_nh * np.sin(np.radians(ang / 2)) / np.sqrt(3)
hgt = np.sqrt(r_nh**2 - rho**2)
y = cen(np.array([[0, 0, 0]] + [[rho * np.cos(p), rho * np.sin(p), -hgt]
                                for p in 2 * np.pi * np.arange(3) / 3]))
yd = y.copy(); yd[1] += stretch * (y[1] - y[0]) / r_nh; yd[2, 2] += lift
xA, xB = y.copy(), cen(yd) @ expm(v_app).T + [sep, 0, 0]
y7 = cen(1.5 * rng.normal(size=(7, 3)))
nax = np.array([2, -1, 2]) / 3
cases = [(xA, y), (xB, y), (yd @ expm(2.8 * nax).T, y), ((yd * [1, 1, -1]) @ expm(v_app).T, y),
         ((y7 + 0.2 * rng.normal(size=(7, 3))) @ expm(-v_app).T + 3.0, y7)]
err1 = err2 = errc = 0; det_signs = set()
for x, ref in cases:
    v, v1, v2, q, w = rot_coord(x, ref)
    F = Fmat(x.T @ ref)
    for rr in Rot.random(50, random_state=2):
        p = np.roll(rr.as_quat(), 1); overlap = np.sum(cen(x) * rr.apply(ref))
        assert abs(p @ F @ p - overlap) < 1e-10 and overlap <= w[0] + 1e-10
    s = np.linalg.svd(x.T @ ref)[1]; chi = np.sign(np.linalg.det(x.T @ ref)); det_signs.add(chi)
    spec = [s[0]+s[1]+chi*s[2], s[0]-s[1]-chi*s[2], -s[0]+s[1]-chi*s[2], -s[0]-s[1]+chi*s[2]]
    assert np.allclose(w, spec, atol=1e-10)
    assert np.allclose(v, v_kabsch(x, ref), atol=1e-10)
    z = ref @ kabsch(x, ref).T; M = Mmat(x, z)
    assert np.allclose(np.cross(cen(x), z).sum(0), 0, atol=1e-10) and np.allclose(M, M.T, atol=1e-10)
    assert np.allclose(np.linalg.eigvalsh(M), (w[0] - w[1:]) / 2, atol=1e-10)
    closed = np.vstack([(Jinv(v) @ np.linalg.solve(M, skew(zi))).T for zi in z])
    errc = max(errc, abs(closed - v1).max())
    err1 = max(err1, abs(fd_first(x, ref) - v1).max())
    err2 = max(err2, abs(fd_second(x, ref) - v2).max())
    Jfd = np.array([Rot.from_matrix(expm(v + e) @ expm(v).T).as_rotvec()
                    - Rot.from_matrix(expm(v - e) @ expm(v).T).as_rotvec() for e in 1e-5 * I3]).T / 2e-5
    assert np.allclose(Jinv(v) @ Jfd, I3, atol=1e-8)
    assert abs(np.linalg.det(Jfd) - np.sinc(np.linalg.norm(v) / (2 * np.pi))**2) < 1e-8
    assert abs(v1.reshape(-1, 3, 3).sum(0)).max() < 1e-12
    om = rng.normal(size=3)
    assert np.allclose(np.cross(om, cen(x)).ravel() @ v1, Jinv(v) @ om, atol=1e-11)
assert det_signs == {1.0, -1.0}
assert errc < 1e-11 and err1 < 1e-7 and err2 < 2e-5   # FD truncation ~ h^2
v_lo, v_hi = [rot_coord(y @ expm((np.pi + d) * nax).T, y)[0] for d in (-0.01, 0.01)]
assert np.allclose(v_lo, -v_hi, atol=1e-9) and abs(v_lo @ nax - (np.pi - 0.01)) < 1e-9
print(f'max errors: dv FD {err1:.1e} rad/bohr, d2v FD {err2:.1e} rad/bohr^2, Eckart form {errc:.1e}')
show('v.n at applied angle pi-0.01, pi+0.01', [v_lo @ nax, v_hi @ nax], 'rad')
for eps in (0.2, 0.1):  # triatomic (-2,0,0),(0,eps,0),(2,0,0)
    y3 = cen(np.array([[-2, 0, 0], [0, eps, 0], [2, 0, 0.]]))
    sv = np.linalg.svd(fd_first(y3, y3))[1]
    inertia = np.linalg.eigvalsh(np.sum(y3**2) * I3 - y3.T @ y3)
    assert np.allclose(sv, inertia**-0.5, rtol=1e-6)
    w3 = rot_coord(y3, y3)[4]
    show(f'bend {eps} bohr: gap, top sing. value', [w3[0] - w3[1], sv[0]], 'bohr^2, rad/bohr')
ylin = np.array([[-2, 0, 0], [0, 0, 0], [2, 0, 0.]])
wl = np.linalg.eigvalsh(Fmat((ylin @ expm(v_app).T).T @ ylin)); assert wl[3] - wl[2] < 1e-12

# full coordinate set per fragment: 6 distances, t, v
def tric(X):
    qv, B, K = np.zeros(24), np.zeros((24, 24)), np.zeros((24, 24, 24))
    for f in range(2):
        x, o = X[4 * f:4 * f + 4], 12 * f
        for k, (i, j) in enumerate(combinations(range(4), 2)):
            d = x[i] - x[j]; r = np.linalg.norm(d); e = d / r
            D = np.zeros((3, 24)); D[:, o+3*i:o+3*i+3] = I3; D[:, o+3*j:o+3*j+3] = -I3
            qv[o + k], B[o + k], K[o + k] = r, e @ D, D.T @ (I3 - np.outer(e, e)) @ D / r
        qv[o+6:o+9] = x.mean(0); B[o+6:o+9, o:o+12] = np.tile(I3, 4) / 4
        v, v1, v2 = rot_coord(x, y)[:3]
        qv[o+9:o+12] = v; B[o+9:o+12, o:o+12] = v1.T
        K[o+9:o+12, o:o+12, o:o+12] = v2.transpose(2, 0, 1)
    return qv, B, K
X0 = np.vstack([xA, xB]); qv, B, K = tric(X0)
vB, v1, v2, q, w = rot_coord(xB, y); tB = xB.mean(0)
def place(v, dt=np.zeros(3)):  # rigid move of B to rotation vector v
    return np.vstack([xA, cen(xB) @ (expm(v) @ expm(vB).T).T + tB + dt])
ovA, ovB = abs(B[:6] @ B[9:12].T).max(), abs(B[12:18] @ B[21:].T).max()
svB = np.linalg.svd(B)[1]
assert ovA < 1e-12 and ovB > 1e-4 and svB[-1] > 1e-2
show('inputs r_NH, stretch, lift, separation', [r_nh, stretch, lift, sep], 'bohr', 2)
show('input HNH', ang, 'deg', 1); show('applied rotation', v_app, 'rad', 2)
for i, n in enumerate(['N', 'H1', 'H2', 'H3']):
    show(f'y, x_B ({n})', np.r_[y[i], xB[i]], 'bohr', 5)
show('closest A-B distance', min(np.linalg.norm(a - b) for a in xA for b in xB), 'bohr', 4)
for i in range(4): show(f'F_B row {i}', Fmat(xB.T @ y)[i], 'bohr^2', 5)
show('singular values R_B', np.linalg.svd(xB.T @ y)[1], 'bohr^2', 5)
show('eigenvalues F_B', w, 'bohr^2', 5)
show('eigenvalues M_B', np.linalg.eigvalsh(Mmat(xB, y @ expm(vB).T)), 'bohr^2', 5)
show('eigenvalues M_A', np.linalg.eigvalsh(Mmat(xA, y)), 'bohr^2', 5)
show('RMSD_B', np.sqrt(np.sum((cen(xB) - y @ expm(vB).T)**2) / 4), 'bohr')
show('q_B', q); show("a, a', a'' at q0_B", a_funcs(1 - q[0])); show("a, a', a'' at q0=1", a_funcs(0.0))
show('v_B', vB, 'rad'); th = np.linalg.norm(vB)
print(f'theta_B = {th:.6f} rad = {np.degrees(th):.3f} deg')
show('det J_B', 1 / np.linalg.det(Jinv(vB)))
for c in range(3): show(f'dv_B/d{"xyz"[c]}(H1)', v1[3 + c], 'rad/bohr')
show('d2v_B/dx(H1)dy(H1)', v2[3, 4], 'rad/bohr^2')
print(f'max overlap distance/rotation rows: A {ovA:.1e}, B {ovB:.5f} rad/bohr')
show('largest, smallest singular value of B', [svB[0], svB[-1]], '(mixed units)', 4)

# back-transformation of a pure rotation step
dv = np.array([0.3, 0.2, -0.2]); target = qv.copy(); target[21:] += dv
X, res = X0.copy(), []
for it in range(30):
    qc, Bc, _ = tric(X); res.append(abs(target - qc).max())
    if res[-1] < 1e-11: break
    X = X + np.linalg.solve(Bc, target - qc).reshape(8, 3)
assert res[-1] < 1e-11 and np.allclose(X, place(vB + dv), atol=1e-9)
show('step dv', dv, 'rad', 2); print('Newton residuals =', ' '.join(f'{r:.1e}' for r in res))

# RHF/6-31G, energies in Ry
def rhf(X, dm=None):
    mol = gto.M(atom=list(zip('NHHHNHHH', map(tuple, X))), unit='Bohr', basis='6-31g', verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11; mf.conv_tol_grad = 1e-8
    mf.kernel(dm0=dm); assert mf.converged
    return mf
mf = rhf(X0); dm = mf.make_rdm1(); E0 = 2 * mf.e_tot
gx = 2 * mf.nuc_grad_method().kernel()
Hx = 2 * mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(24, 24)
A = np.linalg.inv(B); gq = A.T @ gx.ravel()
tauA, tauB = np.cross(cen(xA), gx[:4]).sum(0), np.cross(cen(xB), gx[4:]).sum(0)
assert np.allclose(gq[21:], np.linalg.inv(Jinv(vB)).T @ tauB, atol=1e-10)
assert np.allclose(gq[9:12], tauA, atol=1e-10) and np.allclose(gq[18:21], gx[4:].sum(0), atol=1e-10)
assert np.allclose(gq[6:9] + gq[18:21], 0, atol=1e-7)
assert np.allclose(Jinv(qv[9:12]).T @ gq[9:12] + Jinv(vB).T @ gq[21:]
                   + np.cross(qv[6:9], gq[6:9]) + np.cross(tB, gq[18:21]), 0, atol=1e-6)
Hvv = (A.T @ (Hx - np.einsum('k,kmn->mn', gq, K)) @ A)[21:, 21:]
rot_term = -(A.T @ np.einsum('k,kmn->mn', gq[21:], K[21:]) @ A)[21:, 21:]
h = 5e-3
En = lambda d, dt=np.zeros(3): 2 * rhf(place(vB + d, dt), dm).e_tot - E0
Ep, Em = np.array([En(h * e) for e in I3]), np.array([En(-h * e) for e in I3])
g_fd, H_fd = (Ep - Em) / (2 * h), np.diag(Ep + Em) / h**2
for i, j in combinations(range(3), 2):
    d = h * (I3[i] + I3[j])
    H_fd[i, j] = H_fd[j, i] = (En(d) + En(-d) - Ep[i] - Em[i] - Ep[j] - Em[j]) / (2 * h * h)
gt_fd = (En(0 * vB, h * I3[0]) - En(0 * vB, -h * I3[0])) / (2 * h)
eg, eH = abs(g_fd - gq[21:]).max(), abs(H_fd - Hvv).max()
assert eg < 5e-6 and abs(gt_fd - gq[18]) < 5e-6 and eH < 2e-5   # FD truncation ~ h^2
assert abs(rot_term).max() > 10 * eH
show('E RHF/6-31G', E0, 'Ry', 7)
show('g_t(B)', gq[18:21], 'Ry/bohr'); show('FD g_t,x(B)', gt_fd, 'Ry/bohr')
show('sum x cross grad E, A', tauA, 'Ry/rad'); show('sum x cross grad E, B', tauB, 'Ry/rad')
show('g_v(B)', gq[21:], 'Ry/rad'); show('g_v(B) converted', gq[21:] * RY_MEV, 'meV/rad', 2)
show('FD g_v(B)', g_fd, 'Ry/rad')
for i in range(3): show(f'H_vv row {i}', Hvv[i], 'Ry/rad^2')
for i in range(3): show(f'g_v d2v part row {i}', rot_term[i], 'Ry/rad^2')
show('eigenvalues H_vv', np.linalg.eigvalsh(Hvv), 'Ry/rad^2')
show('eigenvalues H_vv converted', np.linalg.eigvalsh(Hvv) * RY_MEV, 'meV/rad^2', 1)
show('diag H_vv without curvature terms', np.diag((A.T @ Hx @ A)[21:, 21:]), 'Ry/rad^2')
print(f'FD step {h} rad: max error g_v {eg:.1e} Ry/rad, H_vv {eH:.1e} Ry/rad^2')
print('tests ok')
```

Running it gives:

```
max errors: dv FD 7.5e-11 rad/bohr, d2v FD 2.5e-08 rad/bohr^2, Eckart form 7.2e-16
v.n at applied angle pi-0.01, pi+0.01 = 3.131593 -3.131593 rad
bend 0.2 bohr: gap, top sing. value = 0.053333 6.123724 bohr^2, rad/bohr
bend 0.1 bohr: gap, top sing. value = 0.013333 12.247449 bohr^2, rad/bohr
inputs r_NH, stretch, lift, separation = 1.90 0.10 0.08 6.50 bohr
input HNH = 107.0 deg
applied rotation = 0.60 -0.90 0.40 rad
y, x_B (N) = 0.00000 -0.00000 0.53017 6.17202 -0.33239 0.22876 bohr
y, x_B (H1) = 1.76361 -0.00000 -0.17672 7.67453 0.28170 1.39724 bohr
y, x_B (H2) = -0.88180 1.52733 -0.17672 5.19960 1.17221 -0.31334 bohr
y, x_B (H3) = -0.88180 -1.52733 -0.17672 6.95386 -1.12153 -1.31267 bohr
closest A-B distance = 3.6330 bohr
F_B row 0 = 6.48289 1.76126 -4.12985 3.13144 bohr^2
F_B row 1 = 1.76126 -0.84711 -2.22721 3.66616 bohr^2
F_B row 2 = -4.12985 -2.22721 0.52370 1.29134 bohr^2
F_B row 3 = 3.13144 3.66616 1.29134 -6.15948 bohr^2
singular values R_B = 4.83117 4.66705 0.36647 bohr^2
eigenvalues F_B = 9.86469 -0.20234 -0.53059 -9.13176 bohr^2
eigenvalues M_B = 5.03352 5.19764 9.49823 bohr^2
eigenvalues M_A = 5.04023 5.04023 9.33092 bohr^2
RMSD_B = 0.044898 bohr
q_B = 0.839651 0.291614 -0.413457 0.197483 
a, a', a'' at q0_B = 2.114263 -0.761923 0.661098 
a, a', a'' at q0=1 = 2.000000 -0.666667 0.533333 
v_B = 0.616548 -0.874158 0.417532 rad
theta_B = 1.148310 rad = 65.793 deg
det J_B = 0.894833 
dv_B/dx(H1) = -0.018995 0.201085 -0.055853 rad/bohr
dv_B/dy(H1) = -0.090144 0.165134 0.198517 rad/bohr
dv_B/dz(H1) = 0.034417 -0.202565 0.006163 rad/bohr
d2v_B/dx(H1)dy(H1) = 0.018265 -0.053374 -0.034292 rad/bohr^2
max overlap distance/rotation rows: A 3.3e-17, B 0.00771 rad/bohr
largest, smallest singular value of B = 2.0000 0.3274 (mixed units)
step dv = 0.30 0.20 -0.20 rad
Newton residuals = 3.0e-01 2.2e-01 1.4e-03 3.9e-06 9.0e-13
E RHF/6-31G = -224.6353831 Ry
g_t(B) = -0.013423 -0.003673 0.004753 Ry/bohr
FD g_t,x(B) = -0.013423 Ry/bohr
sum x cross grad E, A = 0.009031 0.019686 0.010201 Ry/rad
sum x cross grad E, B = -0.009031 0.011210 0.013672 Ry/rad
g_v(B) = -0.000661 0.015680 0.010670 Ry/rad
g_v(B) converted = -8.99 213.34 145.17 meV/rad
FD g_v(B) = -0.000660 0.015680 0.010670 Ry/rad
H_vv row 0 = -0.002190 -0.005760 0.012191 Ry/rad^2
H_vv row 1 = -0.005760 -0.016383 0.007789 Ry/rad^2
H_vv row 2 = 0.012191 0.007789 0.005184 Ry/rad^2
g_v d2v part row 0 = 0.003642 0.001059 -0.005758 Ry/rad^2
g_v d2v part row 1 = 0.001059 -0.000479 0.002705 Ry/rad^2
g_v d2v part row 2 = -0.005758 0.002705 -0.006674 Ry/rad^2
eigenvalues H_vv = -0.023563 -0.004348 0.014522 Ry/rad^2
eigenvalues H_vv converted = -320.6 -59.2 197.6 meV/rad^2
diag H_vv without curvature terms = -0.010299 0.161300 0.127005 Ry/rad^2
FD step 0.005 rad: max error g_v 2.4e-07 Ry/rad, H_vv 4.6e-07 Ry/rad^2
tests ok
```
